# Density Matrix of the Free Electron Gas and Its Slow Decay: test program

```python
"""
Zero-temperature density matrix of the three-dimensional free electron gas.

Result under test (spin-summed, unpolarized, infinite volume, atomic units):
    rho(r) = 3 n j1(x)/x,   x = kF r,   n = kF^3/(3 pi^2)
    rho(r) -> -3 n cos(x)/x^2 at large x, with exact envelope
    3 n sqrt(1+x^2)/x^3.
n: electron density, kF: Fermi wave number, r: distance between the two
points, j1: spherical Bessel function of order one.
Also tested: the integral of rho^2 over all space is 2n, and the fraction of
it beyond radius R approaches 3/(pi kF R); a smooth thermal occupation
removes the 1/r^2 tail.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.optimize import brentq
from scipy.special import spherical_jn, expit

bohr_in_angstrom = physical_constants["Bohr radius"][0] / angstrom

rs = 4.0                                   # bohr, chosen model parameter
n = 3.0 / (4.0 * np.pi * rs**3)
kF = (3.0 * np.pi**2 * n) ** (1.0 / 3.0)


def rho_formula(r):
    x = kF * r
    return 3.0 * n * spherical_jn(1, x) / x


def leading_term(r):
    x = kF * r
    return -3.0 * n * np.cos(x) / x**2


def envelope(r):
    x = kF * r
    return 3.0 * n * np.sqrt(1.0 + x**2) / x**3


# Quadrature of the definition 2/(2 pi)^3 * integral of exp(i k.r) over k < kF
u, wu = np.polynomial.legendre.leggauss(240)      # u = cosine of polar angle
k = 0.5 * kF * (u + 1.0)
wk = 0.5 * kF * wu
k_times_u = np.outer(k, u)
weights = 2.0 / (2.0 * np.pi) ** 3 * 2.0 * np.pi * np.outer(wk * k**2, wu)


def rho_definition(r):
    return float(np.sum(weights * np.cos(k_times_u * r)))


# --- Density and closed form against the quadrature
assert abs(rho_definition(0.0) / n - 1.0) < 1e-11
x_grid = np.linspace(2.0, 150.0, 600)
r_grid = x_grid / kF
rho_quad = np.array([rho_definition(r) for r in r_grid])
error_quad = np.max(np.abs(rho_quad - rho_formula(r_grid))) / n
assert error_quad < 1e-11

# --- Closed form against an explicit plane-wave sum in a finite periodic box
# The tolerance allows for the rough surface of the discrete Fermi sphere.
sphere_radius = 60.5                       # kF in units of 2 pi / box length
box = 2.0 * np.pi * sphere_radius / kF
m = np.arange(-60, 61)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
inside = mx**2 + my**2 + mz**2 < sphere_radius**2
mx, my, mz = mx[inside], my[inside], mz[inside]
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)
projected_k = 2.0 * np.pi / box * (
    mx * direction[0] + my * direction[1] + mz * direction[2])
error_box = 0.0
for r in np.array([1.0, 3.0, 6.0, 9.0]) / kF:
    rho_box = 2.0 / box**3 * np.sum(np.cos(projected_k * r))
    error_box = max(error_box, abs(rho_box - rho_formula(r)) / n)
assert error_box < 2e-3

# --- Short distance: rho/n = 1 - x^2/10 + O(x^4)
x_small = 0.1
short_ratio = (1.0 - rho_definition(x_small / kF) / n) / x_small**2
assert abs(short_ratio - 0.1) < 1e-4       # next term is of order x^2

# --- Long distance: remainder bound, exact envelope, phase and sign
remainder = np.abs(rho_quad - leading_term(r_grid)) * x_grid**3 / (3.0 * n)
assert 0.99 < remainder.max() < 1.0 + 1e-6
touch = np.abs(rho_quad) / envelope(r_grid)
assert 0.99 < touch.max() < 1.0 + 1e-8
phase_form = -envelope(r_grid) * np.cos(x_grid + np.arctan(1.0 / x_grid))
assert np.max(np.abs(rho_quad - phase_form)) / n < 1e-11
x_sign = 20.0 * np.pi                      # here cos(x) = +1
scaled_sign = rho_definition(x_sign / kF) * x_sign**2 / (3.0 * n)
assert abs(scaled_sign + 1.0) < 1e-8

# --- Role of the jump: sharp against thermal occupation, same Fermi energy
t = 0.05                                   # temperature / Fermi energy
g, wg = np.polynomial.legendre.leggauss(500)
q = g + 1.0                                # k/kF from 0 to 2
occupation = expit((1.0 - q**2) / t)
starts = [20.0, 40.0, 80.0]
peak_sharp, peak_thermal = [], []
for start in starts:
    xs = np.linspace(start, start + np.pi, 80)
    sharp = np.array([rho_definition(x / kF) for x in xs]) / (3.0 * n)
    thermal = np.sin(np.outer(xs, q)) @ (wg * q * occupation) / xs
    peak_sharp.append(np.max(np.abs(sharp) * xs**2))
    peak_thermal.append(np.max(np.abs(thermal) * xs**2))
assert all(abs(p - 1.0) < 0.01 for p in peak_sharp)
drop_first = peak_thermal[0] / peak_thermal[1]
drop_second = peak_thermal[1] / peak_thermal[2]
# A power law would give equal drops for equal doublings of the distance.
assert drop_first > 1.5 and drop_second > 2.0 * drop_first

# --- Idempotency sum rule and the tail of the integral of rho^2
s, ws = np.polynomial.legendre.leggauss(600)


def fraction_outside(R):
    r = 0.5 * R * (s + 1.0)
    integral = np.sum(0.5 * R * ws * 4.0 * np.pi * r**2 * rho_formula(r)**2)
    return 1.0 - integral / (2.0 * n)


def tail_law(R):
    return 3.0 / (np.pi * kF * R)


R_one_percent = 3.0 / (np.pi * kF * 0.01)
tail_radii = [25.0, 50.0, 100.0, R_one_percent]
for R in tail_radii:
    assert abs(fraction_outside(R) - tail_law(R)) < 1.0 / (kF * R)**2

# --- First zero, located on the closed form and checked on the definition
r_zero = brentq(rho_formula, 3.5 / kF, 5.5 / kF, xtol=1e-13)
assert abs(rho_definition(r_zero)) / n < 1e-11

# --- Output
print(f"Chosen r_s = {rs:.1f} bohr")
print(f"Density n = {n:.6e} bohr^-3")
print(f"Fermi wave number kF = {kF:.5f} bohr^-1")
print(f"Fermi wavelength 2 pi/kF = {2*np.pi/kF:.3f} bohr")
print("Columns: r (bohr), kF r, rho/n, leading term/n, envelope/n")
for r in [5.0, 10.0, 20.0, 40.0, 80.0]:
    print(f"{r:5.1f} {kF*r:8.4f} {rho_formula(r)/n:12.6f} "
          f"{leading_term(r)/n:12.6f} {envelope(r)/n:12.6f}")
print(f"First zero: kF r = {kF*r_zero:.5f}")
print(f"First zero: r = {r_zero:.3f} bohr "
      f"= {r_zero*bohr_in_angstrom:.3f} angstrom")
print(f"(1 - rho/n)/x^2 at x = {x_small}: {short_ratio:.6f}")
print(f"x^2 rho/(3n) at x = 20 pi, by quadrature: {scaled_sign:.6f}")
print(f"Largest x^3 |rho - leading|/(3n): {remainder.max():.5f}")
print(f"Largest |rho|/envelope on the grid: {touch.max():.5f}")
print(f"Largest quadrature - formula, over n: {error_quad:.1e}")
print(f"Plane waves in the finite box: {mx.size}")
print(f"Largest box sum - formula, over n: {error_box:.1e}")
print(f"Thermal case: temperature/Fermi energy = {t}")
print("Peak of x^2 |rho|/(3n) over a window of length pi in x")
print("Columns: window start x, sharp, thermal")
for start, a, b in zip(starts, peak_sharp, peak_thermal):
    print(f"{start:5.1f} {a:9.5f} {b:9.5f}")
print("Fraction of the integral of rho^2 outside R")
print("Columns: R (bohr), computed, law 3/(pi kF R)")
for R in tail_radii:
    print(f"{R:8.2f} {fraction_outside(R):10.6f} {tail_law(R):10.6f}")
print(f"Radius for a 1% tail by the law: {R_one_percent:.1f} bohr "
      f"= {R_one_percent*bohr_in_angstrom:.1f} angstrom")
print(f"Mean number of electrons inside it: "
      f"{n*4*np.pi/3*R_one_percent**3:.4e}")
print("OK")
```

Printed output:

```
Chosen r_s = 4.0 bohr
Density n = 3.730194e-03 bohr^-3
Fermi wave number kF = 0.47979 bohr^-1
Fermi wavelength 2 pi/kF = 13.096 bohr
Columns: r (bohr), kF r, rho/n, leading term/n, envelope/n
  5.0   2.3989     0.530972     0.384026     0.564768
 10.0   4.7979    -0.038193    -0.011130     0.133123
 20.0   9.5958     0.031528     0.032105     0.032757
 40.0  19.1916    -0.007531    -0.007673     0.008156
 80.0  38.3832    -0.001545    -0.001578     0.002037
First zero: kF r = 4.49341
First zero: r = 9.365 bohr = 4.956 angstrom
(1 - rho/n)/x^2 at x = 0.1: 0.099964
x^2 rho/(3n) at x = 20 pi, by quadrature: -1.000000
Largest x^3 |rho - leading|/(3n): 1.00000
Largest |rho|/envelope on the grid: 1.00000
Largest quadrature - formula, over n: 1.7e-15
Plane waves in the finite box: 928161
Largest box sum - formula, over n: 5.2e-04
Thermal case: temperature/Fermi energy = 0.05
Peak of x^2 |rho|/(3n) over a window of length pi in x
Columns: window start x, sharp, thermal
 20.0   1.00103   0.63954
 40.0   1.00012   0.26453
 80.0   1.00007   0.02181
Fraction of the integral of rho^2 outside R
Columns: R (bohr), computed, law 3/(pi kF R)
   25.00   0.082713   0.079612
   50.00   0.040479   0.039806
  100.00   0.019701   0.019903
  199.03   0.009969   0.010000
Radius for a 1% tail by the law: 199.0 bohr = 105.3 angstrom
Mean number of electrons inside it: 1.2319e+05
OK
```
